# The Kleinman–Bylander energy and cosine, and how they are related: test program

```python
"""
Kleinman-Bylander (KB) energy and cosine for one angular channel.
Result under test, for a normalized orbital phi and dV = V_l - V_loc:
    E_KB = <dV^2>/<dV>,   C_KB = <phi|chi>,   chi = dV phi / s,
    s = sqrt(<dV^2>),     E_KB*C_KB = s,      E_KB*C_KB^2 = <dV>.
E_KB and C_KB are obtained by diagonalizing the separable operator
|dV phi><phi dV|/<phi|dV|phi>; the moments come from adaptive quadrature.
Hartree atomic units; u(r) = r * (radial part of phi), l = 0.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Sine-grid representation of the radial problem on 0 < r < box
box, n_cells = 30.0, 300
step = box / n_cells
index = np.arange(1, n_cells)
r_grid = index * step
wave_numbers = index * np.pi / box
sine = np.sqrt(2.0 / n_cells) * np.sin(np.pi * np.outer(index, index) / n_cells)
kinetic = (sine * (0.5 * wave_numbers**2)) @ sine.T

depth, decay = 2.0, 1.0          # dV = depth * exp(-decay r^2)
shift_decay = 0.25               # g  = exp(-shift_decay r^2)


def delta_v(r):
    return depth * np.exp(-decay * r**2)


def shift_shape(r):
    return np.exp(-shift_decay * r**2)


v_local = -erf(r_grid) / r_grid
levels, states = np.linalg.eigh(kinetic + np.diag(v_local + delta_v(r_grid)))
eps_ref = levels[0]
phi = states[:, 0]               # unit vector: u(r_i) * sqrt(step)
coefficients = sine.T @ phi


def u_squared(r):
    u = np.sqrt(2.0 / box) * np.dot(coefficients, np.sin(wave_numbers * r))
    return u * u


def mean(function):
    """Quadrature of u^2 * function over the whole box."""
    return quad(lambda r: u_squared(r) * function(r), 0.0, box,
                points=[2.0, 6.0, 12.0], limit=300,
                epsabs=1e-12, epsrel=1e-11)[0]


def separable_operator(dv_on_grid):
    vector = dv_on_grid * phi
    return np.outer(vector, vector) / (phi @ vector)


def kb_from_diagonalization(dv_on_grid):
    """Nonzero eigenvalue, and overlap of phi with its eigenvector."""
    values, vectors = np.linalg.eigh(separable_operator(dv_on_grid))
    order = np.argsort(np.abs(values))
    assert abs(values[order[-2]]) < 1e-10 * abs(values[order[-1]])
    chi = vectors[:, order[-1]]
    chi = chi * np.sign(chi @ (dv_on_grid * phi))
    return values[order[-1]], phi @ chi


# Main example: dV of one sign
norm = mean(lambda r: 1.0)
m1 = mean(delta_v)
m2 = mean(lambda r: delta_v(r)**2)
variance = mean(lambda r: (delta_v(r) - m1)**2)
rms = np.sqrt(m2)
e_kb, c_kb = kb_from_diagonalization(delta_v(r_grid))

assert abs(norm - 1.0) < 1e-9
assert abs(e_kb - m2 / m1) < 1e-8
assert abs(c_kb - m1 / rms) < 1e-8
assert abs(e_kb * c_kb - rms) < 1e-8
assert abs(e_kb * c_kb**2 - m1) < 1e-8
assert abs(1.0 / c_kb**2 - 1.0 - variance / m1**2) < 1e-6
assert abs(e_kb - (m1 + variance / m1)) < 1e-7
assert m1 < rms < e_kb < depth

kb_levels, kb_states = np.linalg.eigh(
    kinetic + np.diag(v_local) + separable_operator(delta_v(r_grid)))
match = np.argmin(np.abs(kb_levels - eps_ref))
orbital_overlap = abs(kb_states[:, match] @ phi)
assert abs(kb_levels[match] - eps_ref) < 1e-9
assert abs(orbital_overlap - 1.0) < 1e-9

print("MODEL: V_loc = -erf(r)/r, dV = A exp(-a r^2), l = 0")
print(f"A = {depth:.1f} hartree, a = {decay:.1f} bohr^-2")
print(f"box radius = {box:.0f} bohr, grid step = {step:.1f} bohr")
print(f"reference level, semilocal = {eps_ref:.6f} hartree")
print(f"same level, KB Hamiltonian = {kb_levels[match]:.6f} hartree")
print(f"overlap of the two orbitals = {orbital_overlap:.6f}")
print(f"KB levels below the reference level = {match}")
print(f"mean <dV> = {m1:.6f} hartree")
print(f"mean square <dV^2> = {m2:.6f} hartree^2")
print(f"rms s = {rms:.6f} hartree")
print(f"variance of dV = {variance:.6f} hartree^2")
print(f"E_KB = {e_kb:.6f} hartree = {e_kb * HARTREE_EV:.4f} eV")
print(f"C_KB = {c_kb:.6f}")
print(f"angle theta = {np.degrees(np.arccos(c_kb)):.3f} degrees")
print(f"E_KB*C_KB = {e_kb * c_kb:.6f} hartree")
print(f"E_KB*C_KB^2 = {e_kb * c_kb**2:.6f} hartree")

# Moving t*g into the local part, with the semilocal sum and phi fixed
mean_shape = mean(shift_shape)
t_zero = m1 / mean_shape
print("SHIFTED LOCAL PART: dV -> dV - t g, g = exp(-b r^2)")
print(f"b = {shift_decay:.2f} bohr^-2, <g> = {mean_shape:.6f}")
print(f"t0 (zero mean) = {t_zero:.6f} hartree")
print("t/t0 | <dV> hartree | s hartree | C_KB | E_KB hartree | max|dV| hartree")
r_with_origin = np.concatenate(([0.0], r_grid))
for fraction in (0.0, 0.5, 0.9, 0.99, 1.01, 1.1, 1.5):
    t = fraction * t_zero

    def shifted(r, t=t):
        return delta_v(r) - t * shift_shape(r)

    first = mean(shifted)
    root = np.sqrt(mean(lambda r: shifted(r)**2))
    energy, cosine = kb_from_diagonalization(shifted(r_grid))
    largest = np.max(np.abs(shifted(r_with_origin)))
    assert abs(energy * cosine - root) < 1e-7
    assert abs(energy * cosine**2 - first) < 1e-8
    assert np.sign(energy) == np.sign(cosine) == np.sign(first)
    assert abs(energy) >= root >= abs(first)
    if abs(fraction - 1.0) < 0.02:
        assert abs(energy) > largest
    # the reference level must survive every choice of local part
    spectrum = np.linalg.eigvalsh(
        kinetic + np.diag(v_local + t * shift_shape(r_grid))
        + separable_operator(shifted(r_grid)))
    assert np.min(np.abs(spectrum - eps_ref)) < 1e-8
    print(f"{fraction:.2f} | {first:.6f} | {root:.6f} | {cosine:.6f} | "
          f"{energy:.5f} | {largest:.4f}")

# Gaussian orbital and Gaussian dV: closed forms against quadrature
print("GAUSSIAN CASE: u^2 ~ r^2 exp(-b r^2), dV = A exp(-a r^2)")
print("a/b | C_KB | E_KB/A | s/A")
for ratio in (0.01, 1.0, 100.0):
    def moment(power, ratio=ratio):
        return quad(lambda r: r**2 * np.exp(-(1.0 + power * ratio) * r**2),
                    0.0, 10.0, points=[0.2, 1.0, 3.0],
                    epsabs=1e-14, epsrel=1e-11)[0]

    weight, g1, g2 = moment(0), moment(1), moment(2)
    cosine = g1 / np.sqrt(g2 * weight)
    energy = g2 / g1
    formula_c = ((1 + 2 * ratio) / (1 + ratio)**2)**0.75
    formula_e = ((1 + ratio) / (1 + 2 * ratio))**1.5
    assert abs(cosine - formula_c) < 1e-8
    assert abs(energy - formula_e) < 1e-8
    assert energy < 1.0
    print(f"{ratio:.2f} | {cosine:.6f} | {energy:.6f} | "
          f"{np.sqrt(g2 / weight):.6f}")
print(f"limit of E_KB/A for large a/b = {2.0**-1.5:.6f}")

print("all assertions hold")
```

It prints:

```
MODEL: V_loc = -erf(r)/r, dV = A exp(-a r^2), l = 0
A = 2.0 hartree, a = 1.0 bohr^-2
box radius = 30 bohr, grid step = 0.1 bohr
reference level, semilocal = -0.216448 hartree
same level, KB Hamiltonian = -0.216448 hartree
overlap of the two orbitals = 1.000000
KB levels below the reference level = 0
mean <dV> = 0.048052 hartree
mean square <dV^2> = 0.030640 hartree^2
rms s = 0.175042 hartree
variance of dV = 0.028331 hartree^2
E_KB = 0.637640 hartree = 17.3511 eV
C_KB = 0.274516
angle theta = 74.067 degrees
E_KB*C_KB = 0.175042 hartree
E_KB*C_KB^2 = 0.048052 hartree
SHIFTED LOCAL PART: dV -> dV - t g, g = exp(-b r^2)
b = 0.25 bohr^-2, <g> = 0.162810
t0 (zero mean) = 0.295140 hartree
t/t0 | <dV> hartree | s hartree | C_KB | E_KB hartree | max|dV| hartree
0.00 | 0.048052 | 0.175042 | 0.274516 | 0.63764 | 2.0000
0.50 | 0.024026 | 0.149142 | 0.161094 | 0.92581 | 1.8524
0.90 | 0.004805 | 0.132907 | 0.036154 | 3.67610 | 1.7344
0.99 | 0.000481 | 0.129985 | 0.003697 | 35.16201 | 1.7078
1.01 | -0.000481 | 0.129377 | -0.003714 | -34.83387 | 1.7019
1.10 | -0.004805 | 0.126837 | -0.037885 | -3.34796 | 1.6753
1.50 | -0.024026 | 0.119831 | -0.200498 | -0.59767 | 1.5573
GAUSSIAN CASE: u^2 ~ r^2 exp(-b r^2), dV = A exp(-a r^2)
a/b | C_KB | E_KB/A | s/A
0.01 | 0.999926 | 0.985330 | 0.985258
1.00 | 0.805927 | 0.544331 | 0.438691
100.00 | 0.052591 | 0.356195 | 0.018733
limit of E_KB/A for large a/b = 0.353553
all assertions hold
```
